# Fourfold stress around a copper via in cubic silicon

A copper-filled via in a silicon wafer contracts more than the silicon when the chip cools, and pulls inward on the wall of its hole. If silicon were isotropic, the stress outside would be the Lamé field, the same in every direction at a given distance. Silicon is cubic, however, and a transistor lying along [100] from the via may feel a different stress from one lying along [110]. How large is the difference, and how does it fall off?

## Setting and conventions

The via is a long circular cylinder of radius $R$ along [001], in unbounded silicon. Coordinates $x,y$ lie along [100] and [010], $\theta$ is measured from [100], and tension is positive. Strains are measured from freely contracting silicon. The copper is bonded, isotropic and elastic, and the axial strain is zero. Define

$$K=\tfrac12(C_{11}+C_{12}),\qquad \mu\pm\delta=\begin{cases}C_{44}\\ \tfrac12(C_{11}-C_{12})\end{cases}$$

so $\mu$ is the mean of the two in-plane shear moduli and $\delta$ half their difference. The small parameter is $\delta/\mu$. With $\rho=R/r$, wall hoop strain $c$ and

$$p=2\mu c,\qquad \Sigma=p\,\frac{\delta}{\mu}\,\frac{K}{K+\mu},$$

the first-order result is

$$\begin{aligned}\sigma_{rr}&=-p\rho^2+\Sigma(4\rho^2-9\rho^4+5\rho^6)\cos4\theta\\ \sigma_{\theta\theta}&=p\rho^2+\Sigma(3\rho^4-5\rho^6)\cos4\theta\\ \sigma_{r\theta}&=\Sigma(\rho^2-6\rho^4+5\rho^6)\sin4\theta.\end{aligned}\tag{1}$$

"Fourfold" refers to these polar components; rotating them to Cartesian axes mixes in other harmonics. Below, lengths are in units of $R$.

## First derivation: perturbing the displacement

Let $z=x+iy$, $w=u_x+iu_y$, and let subscripts $z,\bar z$ denote derivatives, with $\partial_z=\frac12(\partial_x-i\partial_y)$. Then

$$e_{xx}+e_{yy}=w_z+\overline{w_z},\qquad e_{xx}-e_{yy}+2ie_{xy}=2w_{\bar z}.$$

Write $S=\sigma_{xx}+\sigma_{yy}$ and $D=\sigma_{xx}-\sigma_{yy}+2i\sigma_{xy}$. The real part of the deviatoric strain has modulus $2(\mu-\delta)$ and the imaginary part $2(\mu+\delta)$, so

$$S=2K(w_z+\overline{w_z}),\qquad D=4\mu w_{\bar z}-4\delta\,\overline{w_{\bar z}}.$$

The two equilibrium equations combine into $D_z+S_{\bar z}=0$.

**Lamé field.** For $\delta=0$ the radial displacement $c/r$ is $w_0=c/\bar z$. It has no dilatation and gives $\sigma_{rr}=-2\mu c/r^2$. In the filler, let $\varepsilon_T=\Delta\alpha\,\Delta T$ be the free mismatch strain. Blocking its axial part raises the in-plane free strain to $\varepsilon^*=(1+\nu_f)\varepsilon_T$. With $K_f=\lambda_f+\mu_f$, the filler stress is $2K_f(c-\varepsilon^*)$. Equating it to $-2\mu c$ gives

$$c=\frac{K_f\,\varepsilon^*}{K_f+\mu}.\tag{2}$$

**Source.** Since $\overline{w_{0,\bar z}}=-c/z^2$, the anisotropic term adds $4\delta c/z^2$ to $D$, whose $z$-derivative is $-8\delta c/z^3$. The first-order displacement $w_1$ therefore obeys

$$4\mu w_{1,z\bar z}+2K\partial_{\bar z}(w_{1,z}+\overline{w_{1,z}})=8\delta c/z^3 .$$

Integrate over $\bar z$, leaving the free function of $z$ to the homogeneous solution. With $q=w_{1,z}$ and $G=8\delta c\,\bar z/z^3$,

$$4\mu q+2K(q+\bar q)=G .$$

Adding the conjugate gives $q+\bar q=(G+\bar G)/[4(K+\mu)]$. Since $G+\bar G=16\delta c\cos4\theta/r^2$ and $\Sigma=2\delta cK/(K+\mu)$,

$$S=4\Sigma\cos4\theta/r^2 .$$

Putting $q+\bar q$ back gives $q=[(K+2\mu)G-K\bar G]/[8\mu(K+\mu)]$. Integrating over $z$, with $\kappa=1+2\mu/K$,

$$w_1=-\frac{\Sigma}{4\mu}\left[\kappa\frac{\bar z}{z^2}+\frac{z^2}{\bar z^3}\right].$$

Then $4\mu w_{1,\bar z}=\Sigma(-\kappa/z^2+3z^2/\bar z^4)$. The Lamé strain contributes $4\delta c/z^2=(\kappa+1)\Sigma/z^2$, so

$$D=\Sigma\left(1/z^2+3z^2/\bar z^4\right).$$

**Homogeneous part.** Isotropic solutions have the Kolosov form

$$2\mu w=\kappa\varphi-z\overline{\varphi'}-\overline\psi,\quad S=4\,\mathrm{Re}\,\varphi',\quad D=-2(z\overline{\varphi''}+\overline{\psi'}),$$

which satisfies $D_z+S_{\bar z}=-2\overline{\varphi''}+2\overline{\varphi''}=0$. The decaying fourfold choice in silicon is $\varphi=a/z^3$, $\psi=b/z^5$. The regular one in the filler is $\varphi=fz^5$, $\psi=hz^3$, with constants $\mu_f,\kappa_f$.

At the wall, displacement $u_r+iu_\theta=e^{-i\theta}w$ and traction $\sigma_{rr}+i\sigma_{r\theta}=\frac12(S+e^{-2i\theta}D)$ must be continuous. The $e^{-4i\theta}$ parts give

$$\tfrac32\Sigma-3a=-15f-3h,\qquad -\frac{\kappa\Sigma}{4\mu}+\frac{\kappa a}{2\mu}=-\frac{5f+h}{2\mu_f}.$$

The first says $5f+h=a-\Sigma/2$. The second becomes $(a-\Sigma/2)(\kappa/\mu+1/\mu_f)=0$, so $a=\Sigma/2$. The $e^{4i\theta}$ parts give

$$\tfrac52\Sigma-15a+5b=5f,\qquad -\frac{\Sigma}{4\mu}+\frac{3a-b}{2\mu}=\frac{\kappa_f f}{2\mu_f}.$$

With $a=\Sigma/2$ the first is $f=b-\Sigma$, and the second is $-f/\mu=\kappa_f f/\mu_f$. Hence $f=h=0$ and $b=\Sigma$: the filler is undisturbed, whatever its stiffness.

The total is

$$\begin{aligned}S&=\Sigma(4\rho^2-6\rho^4)\cos4\theta,\\ D&=\Sigma\left[\frac1{z^2}+\frac{3z^2}{\bar z^4}-\frac{12z}{\bar z^5}+\frac{10}{\bar z^6}\right].\end{aligned}\tag{3}$$

Multiplying $D$ by $e^{-2i\theta}$ gives $\sigma_{rr}-\sigma_{\theta\theta}=\Sigma(4\rho^2-12\rho^4+10\rho^6)\cos4\theta$ and $2\sigma_{r\theta}=\Sigma(2\rho^2-12\rho^4+10\rho^6)\sin4\theta$. Half the sum and difference with $S$, plus the Lamé field, are equations (1).

## Second derivation: expanding an exact solution

Now begin with stress and keep the full anisotropy. Let $F$ be the Airy function: $\sigma_{xx}=F_{yy}$, $\sigma_{yy}=F_{xx}$, $\sigma_{xy}=-F_{xy}$. The plane-strain compliances satisfy

$$s_{11}+s_{12}=\frac1{2K},\quad s_{11}-s_{12}=\frac1{2(\mu-\delta)},\quad s_{66}=\frac1{\mu+\delta}.$$

Compatibility of strains has solutions $F=f(x+sy)$ if

$$s_{11}s^4+(2s_{12}+s_{66})s^2+s_{11}=0 .$$

Take the two roots $s_1,s_2$ with positive imaginary part. They are either both imaginary or of the form $\pm\alpha+i\beta$, and the product of their squares is 1, so $s_1s_2=-1$. The sum of their squares then gives

$$s_1+s_2=im,\qquad m^2=2+\frac{2s_{12}+s_{66}}{s_{11}}.$$

**Pressurized hole.** Suppose the wall carries a uniform pressure $P$. Integrating the traction along the wall gives $F_x=-P\cos\theta$, $F_y=-P\sin\theta$. Write

$$F_x=2\mathrm{Re}\sum_k\frac{q_k}{\zeta_k},\qquad F_y=2\mathrm{Re}\sum_k\frac{s_kq_k}{\zeta_k},$$

where $\zeta_k$ is defined by $x+s_ky=\frac12(1-is_k)\zeta_k+\frac12(1+is_k)/\zeta_k$ and equals $e^{i\theta}$ on the wall. The wall conditions become

$$\sum q_k=-P/2,\qquad \sum s_kq_k=-iP/2 .$$

**Expansion.** In the isotropic limit both roots tend to $i$. Put $s_k=i+\tau_k$ and $\eta=m-2$. Then $\tau_1+\tau_2=i\eta$ and $\tau_1\tau_2=\eta$, so each root obeys $\tau^2=i\eta\tau-\eta$. The wall conditions give

$$\sum q_k=-\frac P2,\quad \sum q_k\tau_k=0,\quad \sum q_k\tau_k^2=\frac{\eta P}2,$$

and higher moments are of order $\eta^2$. Thus $1/\zeta$ is needed only to second order in $\tau$.

With $t=i\tau/2$ the map reads $\zeta=z+t(\zeta-z+\bar z-1/\zeta)$. Iterating twice, with $g=\bar z-1/z$,

$$\frac1\zeta=\frac1z-\frac{tg}{z^2}+t^2\left(\frac{g^2}{z^3}-\frac g{z^2}-\frac g{z^4}\right)+\dots$$

Let $A=g/z^2$ and $H=g/z^2+g/z^4-g^2/z^3$. Because $t^2=-\tau^2/4$, the first-order parts are

$$\sum\frac{q_k}{\zeta_k}\to\frac{\eta P}8H,\qquad \sum\frac{s_kq_k}{\zeta_k}\to\frac{i\eta P}8(H-2A).$$

Adding conjugates and forming $F_x-iF_y=2F_z$,

$$2F_z=\frac{\eta P}4(H-A+\bar A),\qquad H-A=\frac{3\bar z}{z^4}-\frac2{z^5}-\frac{\bar z^2}{z^3},$$

with $\bar A=z/\bar z^2-1/\bar z^3$.

For the amplitude, $m^2-4=(2s_{12}+s_{66}-2s_{11})/s_{11}$. Its numerator is $1/(\mu+\delta)-1/(\mu-\delta)\approx-2\delta/\mu^2$, and its denominator is approximately $(K+\mu)/(4K\mu)$. Since $m^2-4\approx4\eta$,

$$\eta\approx-\frac{2\delta K}{\mu(K+\mu)},\qquad -\tfrac12\eta P=\Sigma .$$

Here $P$ may be replaced by $p$, as shown next. Finally $S=4F_{z\bar z}$ and $D=-4F_{\bar z\bar z}$. The first gives

$$S=-\Sigma\left[\frac3{z^4}-\frac{2\bar z}{z^3}-\frac{2z}{\bar z^3}+\frac3{\bar z^4}\right]=\Sigma(4\rho^2-6\rho^4)\cos4\theta,$$

and differentiating $2F_{\bar z}$, the conjugate of $2F_z$, gives the $D$ of equation (3).

**Why the pressure is uniform.** Integrating the strains gives $u_x=2\mathrm{Re}\sum(s_{11}s_k^2+s_{12})q_k/\zeta_k$. From the sum and product of the roots, $\sum s_k^2q_k=P(m-1)/2$, so at the wall $u_x=P[s_{11}(m-1)-s_{12}]\cos\theta$. The same steps for $u_y$ give the same factor times $\sin\theta$. A uniform pressure thus produces a uniform radial displacement, which a uniformly strained filler can match. With positive elastic energy the solution is unique, so this is the solution for any admissible $\delta$.

Setting $P=2\mu_*c$ and using $s_{11}^2m^2=s_{11}[1/K+1/(\mu+\delta)]$,

$$\frac1{\mu_*}+\frac1K=\sqrt{\left(\frac1K+\frac1{\mu-\delta}\right)\left(\frac1K+\frac1{\mu+\delta}\right)}.\tag{4}$$

This is even in $\delta$, as it must be: turning the crystal by 45° reverses $\delta$ but cannot change a ring-symmetric stiffness. Hence $P=p$ to first order. A reference modulus that differs from $\mu$ at first order in $\delta$, such as $C_{44}$ alone, would leave a first-order correction to the ring average.

## What each derivation assumes

Both assume linear elasticity, zero axial strain, a bonded circular wall and one via in unbounded silicon. The first also assumes small $\delta/\mu$ from the outset, but makes no guess about the filler: matching shows that its fourfold amplitudes vanish. It gives no estimate of its own error.

The second assumes a uniform wall pressure and justifies it afterwards by exhibiting the matching filler state. Small $\delta$ enters only in the expansion, so the unexpanded solution measures the error. It relies on a hole shape and crystal symmetry for which the potentials are simple. Because the wall motion is purely radial, its argument also covers concentric isotropic liners: they change $P$, not the angular pattern for a given $P$.

## Reading the field

The radial correction is $\Sigma\rho^2(1-\rho^2)(4-5\rho^2)\cos4\theta$. It vanishes at the wall, changes sign at $r=\sqrt{5/4}\,R\approx1.12R$, and far away decays as slowly as the Lamé stress. The ratio of their amplitudes there is $4\Sigma/p$, so the factor 4 can make the correction large even when $\delta/\mu$ is modest. The far hoop correction falls as $\rho^4$, faster than its Lamé part.

At the wall the hoop stress is $p-2\Sigma\cos4\theta$, although displacement and radial traction are unchanged. The mean in-plane stress, zero in the Lamé field, is now nonzero. It brings an axial stress $\sigma_{zz}=[C_{12}/(C_{11}+C_{12})](\sigma_{rr}+\sigma_{\theta\theta})$.

## A copper via cooled by 100 K

Take a hole 5 µm in diameter and 50 µm deep, cooled from 125 to 25 °C. The results are stress changes over this cycle. As inputs for the example, chosen close to silicon's elastic constants, set $C_{11},C_{12},C_{44}=165.7,\,63.9,\,79.6$ GPa; these give $K=114.8$, $\mu=65.25$ and $\delta=14.35$ GPa. For copper take roughly $E=120$ GPa and $\nu_f=0.34$, with expansion coefficients 17.0 ppm/K for copper and 2.8 ppm/K for silicon. Then

$$\varepsilon_T=(17.0-2.8)\times10^{-6}\times(-100)=-1.42\times10^{-3}.$$

Equation (2), with $K_f=120/(2\times1.34\times0.32)$ GPa, gives $c=-1.298\times10^{-3}$. Therefore

$$p=2(65.25\ \text{GPa})c=-169\ \text{MPa},$$
$$\Sigma=-169.35\times0.2199\times0.6376=-23.7\ \text{MPa}.$$

Negative $p$ means an inward pull. The far ratio $4\Sigma/p$ is 0.56, although $\delta/\mu$ is 0.22.

At $r=5$ µm, $\rho=\frac12$ and the radial polynomial is $1-\frac9{16}+\frac5{64}=0.516$. The radial stress is $42.3-12.2=30.1$ MPa along ⟨100⟩ and $42.3+12.2=54.6$ MPa along ⟨110⟩, after rounding. The exact solution gives 29.0 and 53.4 MPa. At the wall, the hoop stress is −122 MPa at ⟨100⟩ and −217 MPa at ⟨110⟩; the exact values are −121 and −217 MPa.

Over $R\le r\le6R$, the largest error in any in-plane polar component is 7.3 MPa, or 4% of $|p|$. Using the Lamé field alone it is 48 MPa, or 28%. These percentages refer to the wall value. Far out along ⟨100⟩, where the correction cancels more than half of the Lamé stress, the relative error is larger: at $r=25$ µm equations (1) give 0.76 MPa against the exact 0.84 MPa. Equation (4) gives $\mu_*=63.1$ GPa and an exact wall strain of $-1.3115\times10^{-3}$. Direct minimization of the elastic energy of silicon and copper gives the same wall strain to these digits. As a test of order, $\delta$ was reduced to 4% and then 2% of its value at fixed $K$ and $\mu$. The errors of the stresses and displacements fell by factors between 3.99 and 4.01, as second-order errors should.

These dimensions and constants are rough typical values for a copper via, but transistors lie near the wafer surface, where the long-via assumption fails. There the axial copper stress of 286 MPa must vanish. In a half-space estimate that treats copper and silicon as one isotropic material with Poisson ratio $(K-\mu)/(2K)=0.22$, removing this stress over the via's disc changes the 169 MPa radial stress in a way that depends sharply on depth: it adds 81 MPa on the wafer surface just outside the via, but subtracts about 66 MPa on the wall 0.25 µm below the surface. These two numbers depend on the Poisson ratio chosen (0.28 gives 63 and 80 MPa) and ignore the elastic mismatch of copper and silicon, so only their signs and rough size carry over to a real via. Equations (1) therefore describe the middle depth better than the device layer. A 0.2 µm oxide liner, with roughly $E=70$ GPa, $\nu=0.17$ and expansion 0.5 ppm/K, lowers the wall pull by 20%, from 169 to 136 MPa with the reference modulus $\mu$, at fixed hole diameter. In the unlined via at middle depth, the copper von Mises stress from this cycle is 116 MPa, below a rough yield stress of 200 MPa. Residual stress already present at 125 °C could still bring yielding, which this elastic model excludes. The remaining values are in the numerical output.

## Table of computed values

```
Silicon C11, C12, C44: 165.7, 63.9, 79.6 GPa (rough)
Copper E: 120.0 GPa; Poisson ratio: 0.34 (rough)
Expansion Cu, Si: 17.0, 2.8 ppm/K (rough)
Temperature start, end: 125, 25 C
Hole radius, depth: 2.5, 50.0 um
K, mu, delta: 114.80, 65.25, 14.35 GPa
delta/mu: 0.2199; K/(K+mu): 0.6376
Free mismatch strain: -1.4200 e-3
Wall hoop strain c, reference mu: -1.2977 e-3
Lame wall pressure p: -169.35 MPa (negative = pull)
Fourfold amplitude S: -23.75 MPa; S/p: 0.1402
Far fourfold/Lame radial ratio 4S/p: 0.5609
Exact wall stiffness mu*: 63.089 GPa
Exact wall strain: -1.3115 e-3
Energy-minimum wall strain: -1.3115 e-3
Exact wall pressure: -165.48 MPa
Stress changes in MPa, first order / exact:
 r= 2.50 um <100> rr 169.3/165.5 tt -121.9/-121.2
 r= 2.50 um <110> rr 169.3/165.5 tt -216.8/-216.6
 r= 3.75 um <100> rr 64.8/62.6 tt -78.9/-77.6
 r= 3.75 um <110> rr 85.7/83.5 tt -71.6/-70.2
 r= 5.00 um <100> rr 30.1/29.0 tt -44.9/-44.1
 r= 5.00 um <110> rr 54.6/53.4 tt -39.7/-38.9
 r=10.00 um <100> rr 5.5/5.7 tt -10.8/-10.6
 r=10.00 um <110> rr 15.7/16.0 tt -10.3/-10.1
Shear rt, r=5 um, 22.5 deg: 1.11/1.13 MPa
Axial zz at wall <100>: 13.22/12.33 MPa
Axial zz at wall <110>: -13.22/-14.24 MPa
Exact rr at r=5 um, mean, 4t, 8t: 41.37, -12.24, -0.15 MPa
First-order rr at r=5 um, mean, 4t: 42.34, -12.24 MPa
Largest error, Lame alone: 48.17 MPa
Largest error, first order: 7.26 MPa
Error ratios on halving delta (rr,tt,rt,ur,ut,zz): 4.000, 4.000, 4.003, 4.000, 4.007, 3.996
Oxide liner: 0.2 um, E 70.0 GPa, nu 0.17, 0.5 ppm/K (rough)
Wall pressure with liner: -136.12 MPa (-19.6 % change in size)
Copper in-plane, axial stress: 169.3, 285.6 MPa
Copper von Mises: 116.2 MPa; rough yield: 200 MPa
Free-surface extra radial stress at wall: 81.2 MPa
Axial relief left at mid-depth, one end: 1.48 %
Neighbour rr at 25 um, <100>, <110>: 0.84, 2.72 MPa
Elastic-constant drift over the cycle: 1.0 % (rough)
```
